# Stability limit and optimal rate of linear density mixing: a numerical check

```python
"""Linear density mixing n -> n + alpha*(F[n] - n) near a fixed point.

Result under test: with eps = 1 - chi0*K on neutral density changes and all
eigenvalues lam of eps positive, mixing converges locally for
0 < alpha < 2/lam_max. The best factor per step is (kappa-1)/(kappa+1), with
kappa = lam_max/lam_min, reached at alpha = 2/(lam_min+lam_max).
F: Kohn-Sham output density; chi0: independent-particle response at fixed
electron number; K: Hartree plus exchange kernel.
Model: jellium film between hard walls, free motion in the plane, Slater
exchange. Atomic units inside, eV and angstrom for input and output.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import cholesky, eigh, null_space, solve_triangular
from scipy.optimize import brentq
from scipy.special import expit

BOHR = physical_constants["Bohr radius"][0] * 1e10       # angstrom
HARTREE = physical_constants["Hartree energy in eV"][0]  # eV
DENSITY_A = 0.03      # electrons per cubic angstrom
KT_EV = 0.1           # electronic temperature in eV
n_back = DENSITY_A * BOHR**3
kT = KT_EV / HARTREE


class Film:
    def __init__(self, thickness_angstrom, points):
        self.length = thickness_angstrom / BOHR
        self.h = self.length / (points + 1)
        m = np.arange(1, points + 1)
        z = self.h * m
        sines = np.sqrt(2 / (points + 1)) * np.sin(
            np.pi * np.outer(m, m) / (points + 1))
        self.kinetic = (sines * (np.pi * m / self.length)**2 / 2) @ sines.T
        self.coulomb = -2 * np.pi * self.h * np.abs(z[:, None] - z)
        self.v_back = np.pi * n_back * (z**2 + (self.length - z)**2)
        self.electrons = n_back * self.length     # per unit area
        self.points = points

    def states(self, n):
        v = self.coulomb @ n + self.v_back - np.cbrt(3 * n / np.pi)
        e, u = eigh(self.kinetic + np.diag(v))

        def excess(mu):
            filling = kT / np.pi * np.logaddexp(0, (mu - e) / kT)
            return filling.sum() - self.electrons

        mu = brentq(excess, e[0] - 40 * kT,
                    e[0] + np.pi * self.electrons + kT,
                    xtol=1e-15, rtol=1e-15)
        g = kT / np.pi * np.logaddexp(0, (mu - e) / kT)
        return e, u, mu, g

    def output(self, n):
        _, u, _, g = self.states(n)
        return u**2 @ g / self.h

    def response(self, n):
        """Sum-over-states chi0 at fixed electron number, and kernel K."""
        e, u, mu, g = self.states(n)
        dos = expit((mu - e) / kT) / np.pi
        gap = e[:, None] - e
        close = np.abs(gap) < 1e-10
        weight = (g[:, None] - g) / np.where(close, 1.0, gap)
        weight = np.where(close, -dos[:, None], weight)
        pairs = (u[:, :, None] * u[:, None, :]).reshape(self.points, -1)
        chi0 = (pairs * weight.ravel()) @ pairs.T / self.h
        local_dos = u**2 @ dos
        chi0 += np.outer(local_dos, local_dos) / dos.sum() / self.h
        f_x = -np.cbrt(3 * n / np.pi) / (3 * n)
        return chi0, self.coulomb + np.diag(f_x)

    def solve(self):
        """Self-consistent density by damped Newton steps."""
        n = np.full(self.points, self.electrons / (self.points * self.h))
        polish = 0
        for _ in range(150):
            r = self.output(n) - n
            size = np.linalg.norm(r)
            chi0, kernel = self.response(n)
            step = np.linalg.solve(np.eye(self.points) - chi0 @ kernel, r)
            if np.max(np.abs(r)) < 1e-9 * n_back:
                n = n + step
                polish += 1
                if polish == 2:
                    break
                continue
            t = 1.0
            while t > 1e-3:
                trial = n + t * step
                if np.all(trial > 0.1 * n):
                    if np.linalg.norm(self.output(trial) - trial) < size:
                        break
                t /= 2
            n = n + t * step
        residual = np.max(np.abs(self.output(n) - n)) / n_back
        assert residual < 1e-10, residual
        return n


def spectrum(film, chi0, kernel):
    """Eigenvalues and modes of 1 - chi0*K on neutral density changes."""
    neutral = null_space(np.ones((1, film.points)))
    s = -neutral.T @ chi0 @ neutral
    low = cholesky((s + s.T) / 2, lower=True)   # fails unless -chi0 > 0
    k = neutral.T @ kernel @ neutral
    lam, y = eigh(np.eye(film.points - 1) + low.T @ k @ low)
    return lam, neutral @ low @ y, neutral, low


def mix(film, fixed, start, alpha, steps):
    """Deviations from the fixed point along a real nonlinear mixing run."""
    n = fixed + start
    deviations = [start]
    for _ in range(steps):
        n = n + alpha * (film.output(n) - n)
        deviations.append(n - fixed)
    return np.array(deviations)


film = Film(10.0, 39)
n_star = film.solve()
chi0, kernel = film.response(n_star)
lam, modes, neutral, low = spectrum(film, chi0, kernel)
lam_min, lam_max = lam[0], lam[-1]
kappa = lam_max / lam_min
alpha_limit = 2 / lam_max
alpha_best = 2 / (lam_min + lam_max)
best_rate = (kappa - 1) / (kappa + 1)
assert lam_min > 0

print(f"density {DENSITY_A} per cubic angstrom, kT {KT_EV} eV")
print(f"film thickness {film.length * BOHR:.1f} angstrom"
      f" = {film.length:.3f} bohr, grid step {film.h * BOHR:.3f} angstrom")
levels, _, mu, _ = film.states(n_star)
print(f"subbands below the chemical potential: {np.sum(levels < mu)}")

# Derivative of the actual map by central differences, column by column.
jacobian = np.empty((film.points, film.points))
for b in range(film.points):
    d = np.zeros(film.points)
    d[b] = 3e-4 * n_star[b]
    jacobian[:, b] = (film.output(n_star + d)
                      - film.output(n_star - d)) / (2 * d[b])
product = chi0 @ kernel
jac_error = np.max(np.abs(jacobian - product)) / np.max(np.abs(product))
assert jac_error < 1e-4, jac_error
lam_fd = np.linalg.eigvals(
    neutral.T @ (np.eye(film.points) - jacobian) @ neutral)
assert np.max(np.abs(lam_fd.imag)) < 1e-3
eig_error = np.max(np.abs(np.sort(lam_fd.real) - lam))
assert eig_error < 1e-3, eig_error
print(f"map derivative vs chi0*K, relative error: {jac_error:.1e}")
print(f"eigenvalues, finite difference vs formula: {eig_error:.1e}")

lam_hartree = spectrum(film, chi0, film.coulomb)[0]
assert lam_hartree[0] > 1 - 1e-10
print(f"smallest, largest eigenvalue: {lam_min:.4f}, {lam_max:.4f}")
print(f"same with Hartree kernel only: {lam_hartree[0]:.4f},"
      f" {lam_hartree[-1]:.4f}")
print(f"kappa {kappa:.4f}, limit 2/lam_max {alpha_limit:.5f}")
print(f"optimal alpha {alpha_best:.5f}, optimal rate {best_rate:.5f}")

fine = Film(10.0, 79)
n_fine = fine.solve()
lam_fine = spectrum(fine, *fine.response(n_fine))[0]
assert abs(lam_fine[-1] / lam_max - 1) < 0.02
assert abs(lam_fine[0] / lam_min - 1) < 0.02
print(f"half the grid step: {lam_fine[0]:.4f}, {lam_fine[-1]:.4f}")

slosh = modes[:, -1] / np.linalg.norm(modes[:, -1])
parity = slosh @ slosh[::-1]
assert parity < -0.99
print(f"mirror parity of the stiffest mode: {parity:.4f}")

# Rates measured in nonlinear runs started on the two extreme modes.
soft = modes[:, 0] / np.linalg.norm(modes[:, 0])
seed = 1e-5 * np.linalg.norm(n_star) * (soft + slosh)
measured = {}
for name, alpha in (("half optimal", alpha_best / 2),
                    ("optimal", alpha_best),
                    ("optimal-limit midpoint", (alpha_best + alpha_limit) / 2),
                    ("2% above limit", 1.02 * alpha_limit)):
    size = np.linalg.norm(mix(film, n_star, seed, alpha, 120), axis=1)
    rate = (size[-1] / size[-21])**(1 / 20)
    predicted = max(abs(1 - alpha * lam_min), abs(1 - alpha * lam_max))
    assert abs(rate - predicted) < 2e-3, (name, rate, predicted)
    measured[name] = rate
    print(f"{name}: alpha {alpha:.5f}, measured {rate:.5f},"
          f" predicted {predicted:.5f}")
assert abs(measured["optimal"] - best_rate) < 2e-3
assert min(measured, key=measured.get) == "optimal"
assert measured["2% above limit"] > 1

# Generic starts: contraction at every step, and both sides of the limit.
rng = np.random.default_rng(7)
noise = n_star * rng.standard_normal(film.points)
noise -= n_star * noise.sum() / n_star.sum()
path = mix(film, n_star, 1e-5 * noise, alpha_best, 40)
weighted = np.linalg.norm(
    solve_triangular(low, neutral.T @ path.T, lower=True), axis=0)
worst = np.max(weighted[1:] / weighted[:-1])
assert worst < best_rate + 1e-3, worst
print(f"generic start, worst single-step factor: {worst:.5f}")
for factor in (0.95, 1.05):
    path = mix(film, n_star, 1e-3 * noise, factor * alpha_limit, 400)
    moved = np.abs(path).sum(axis=1) * film.h / film.electrons
    if factor < 1:
        assert moved[-1] < 1e-9
    else:
        assert moved[-1] > moved[0]
    print(f"alpha = {factor} x limit, 400 steps: relative deviation"
          f" {moved[0]:.1e} -> {moved[-1]:.1e}")

# Growth with thickness, against the Thomas-Fermi estimate.
k_fermi = (3 * np.pi**2 * n_back)**(1 / 3)
k_tf2 = 4 * k_fermi / np.pi
print(f"Thomas-Fermi wave number {np.sqrt(k_tf2) / BOHR:.4f} per angstrom")
largest = {}
for thickness, points in ((10.0, 39), (20.0, 79), (40.0, 159)):
    slab = Film(thickness, points)
    values = spectrum(slab, *slab.response(slab.solve()))[0]
    assert values[0] > 0
    largest[thickness] = values[-1]
    ratio = values[-1] / values[0]
    rate = (ratio - 1) / (ratio + 1)
    estimate = 1 + k_tf2 * slab.length**2 / np.pi**2
    print(f"L {thickness:.0f} angstrom: lam {values[0]:.4f} to"
          f" {values[-1]:.3f}, TF {estimate:.2f}, limit"
          f" {2 / values[-1]:.5f}")
    print(f"   kappa {ratio:.2f}, rate {rate:.5f}, steps per factor ten"
          f" {-np.log(10) / np.log(rate):.1f}")
growth = (largest[40.0] - 1) / (largest[20.0] - 1)
assert 3 < growth < 6, growth
assert 0.7 < largest[40.0] / estimate < 1.3
print(f"growth of lam_max - 1 from 20 to 40 angstrom: {growth:.3f}")

# Two sites, two electrons, hopping t, attractive mean field of strength U.
hop = 1.0    # eV


def site_difference(d, attraction):
    w = -attraction * d / 2
    ground = np.linalg.eigh(np.array([[w, -hop], [-hop, -w]]))[1][:, 0]
    return 2 * (ground[0]**2 - ground[1]**2)


def pair_energy(angle, attraction):
    a, b = np.cos(np.pi / 4 + angle), np.sin(np.pi / 4 + angle)
    d = 2 * (a**2 - b**2)
    return -4 * hop * a * b - attraction * d**2 / 4


for attraction in (0.5, 1.5):
    value = 1 - attraction / hop
    change = pair_energy(0.05, attraction) - pair_energy(0, attraction)
    assert np.sign(change) == np.sign(value)
    factors = []
    for alpha in (0.01, 0.1, 0.5):
        d = 1e-6
        for _ in range(20):
            d += alpha * (site_difference(d, attraction) - d)
        factors.append((d / 1e-6)**(1 / 20))
        assert abs(factors[-1] - (1 - alpha * value)) < 1e-6
        assert (factors[-1] < 1) == (value > 0)
    print(f"two sites, t {hop} eV, U {attraction} eV: lam {value:.2f},"
          f" energy change {1000 * change:.3f} meV")
    print("   factors at alpha 0.01, 0.1, 0.5: "
          + ", ".join(f"{x:.4f}" for x in factors))

print("all tests passed")
```

Output:

```
density 0.03 per cubic angstrom, kT 0.1 eV
film thickness 10.0 angstrom = 18.897 bohr, grid step 0.250 angstrom
subbands below the chemical potential: 3
map derivative vs chi0*K, relative error: 1.2e-08
eigenvalues, finite difference vs formula: 1.0e-07
smallest, largest eigenvalue: 0.9466, 21.6411
same with Hartree kernel only: 1.0001, 22.2772
kappa 22.8630, limit 2/lam_max 0.09242
optimal alpha 0.08854, optimal rate 0.91619
half the grid step: 0.9448, 21.6251
mirror parity of the stiffest mode: -1.0000
half optimal: alpha 0.04427, measured 0.95809, predicted 0.95809
optimal: alpha 0.08854, measured 0.91619, predicted 0.91619
optimal-limit midpoint: alpha 0.09048, measured 0.95809, predicted 0.95809
2% above limit: alpha 0.09427, measured 1.03997, predicted 1.04000
generic start, worst single-step factor: 0.91246
alpha = 0.95 x limit, 400 steps: relative deviation 6.5e-04 -> 4.0e-15
alpha = 1.05 x limit, 400 steps: relative deviation 6.5e-04 -> 3.7e-02
Thomas-Fermi wave number 1.5208 per angstrom
L 10 angstrom: lam 0.9466 to 21.641, TF 24.43, limit 0.09242
   kappa 22.86, rate 0.91619, steps per factor ten 26.3
L 20 angstrom: lam 0.9440 to 90.405, TF 94.74, limit 0.02212
   kappa 95.77, rate 0.97933, steps per factor ten 110.3
L 40 angstrom: lam 0.9434 to 368.345, TF 375.95, limit 0.00543
   kappa 390.45, rate 0.99489, steps per factor ten 449.5
growth of lam_max - 1 from 20 to 40 angstrom: 4.109
two sites, t 1.0 eV, U 0.5 eV: lam 0.50, energy change 5.008 meV
   factors at alpha 0.01, 0.1, 0.5: 0.9950, 0.9500, 0.7500
two sites, t 1.0 eV, U 1.5 eV: lam -0.50, energy change -4.958 meV
   factors at alpha 0.01, 0.1, 0.5: 1.0050, 1.0500, 1.2500
all tests passed
```
